# Placzek's polarizability theory and the Stokes to anti-Stokes ratio: a numerical check

```python
"""
Result under test: far from electronic resonance the vibronic scattering tensor
  alpha_rs(f,i;w) = sum_n [ <f|mu_r|n><n|mu_s|i>/(E_n-E_i-w)
                          + <f|mu_s|n><n|mu_r|i>/(E_n-E_f+w) ]
becomes <f|alpha_rs(q;w)|i>, alpha(q;w) being the clamped-nuclei polarizability,
and the Stokes/anti-Stokes power ratio becomes
  [(w-Omega)/(w+Omega)]^4 exp(Omega/kT).
Model: ground surface Omega q^2/2 (q dimensionless), excited surface higher by
gap + kappa q + gamma q^2/2; transition dipole mu_z = MU0, mu_x = LAM q.
Energies in eV, dipoles in e*angstrom; polarizabilities in e^2 angstrom^2/eV,
converted to angstrom^3 for printing. eta scales Omega as the nuclear mass is
changed with the surfaces held fixed (Omega ~ eta, q-scale ~ sqrt(eta)).
"""
import numpy as np
from scipy import constants as sc

OMEGA, GAP, KAPPA, GAMMA = 0.10, 6.0, 0.30, -0.03
MU0, LAM, LASER, KT = 1.0, 0.10, 2.5, 0.05
COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e10   # eV angstrom
HBARC = sc.hbar * sc.c / sc.e * 1e10                 # eV angstrom
KB = sc.k / sc.e                                     # eV / K


def q_matrix(n):
    off = np.sqrt(np.arange(1, n) / 2.0)
    return np.diag(off, 1) + np.diag(off, -1)


def excited_hamiltonian(eta=1.0, gap=GAP, n=80):
    q = q_matrix(n)
    return (np.diag(eta * OMEGA * (np.arange(n) + 0.5)) + gap * np.eye(n)
            + np.sqrt(eta) * KAPPA * q + 0.5 * eta * GAMMA * q @ q)


def vibronic_sum(eig, mu_r, mu_s, f, i, w, omega):
    """Explicit sum over intermediate eigenstates, both time orderings."""
    energy, vec = eig
    e_i, e_f = omega * (i + 0.5), omega * (f + 0.5)
    first = (mu_r[f] @ vec) * (vec.T @ mu_s[:, i]) / (energy - e_i - w)
    second = (mu_s[f] @ vec) * (vec.T @ mu_r[:, i]) / (energy - e_f + w)
    return np.sum(first + second)


NODES, WEIGHTS = np.polynomial.hermite.hermgauss(24)
HERMITE = [np.full_like(NODES, np.pi ** -0.25)]
HERMITE.append(np.sqrt(2.0) * NODES * HERMITE[0])
for v in range(1, 18):
    HERMITE.append(np.sqrt(2 / (v + 1)) * NODES * HERMITE[v]
                   - np.sqrt(v / (v + 1)) * HERMITE[v - 1])


def clamped_alpha(q, w, eta=1.0, gap=GAP):
    """zz polarizability at fixed nuclei."""
    diff = gap + np.sqrt(eta) * KAPPA * q + 0.5 * eta * GAMMA * q ** 2
    return MU0 ** 2 * (1 / (diff - w) + 1 / (diff + w))


def placzek(f, i, w, eta=1.0, gap=GAP):
    return np.sum(WEIGHTS * HERMITE[f] * HERMITE[i]
                  * clamped_alpha(NODES, w, eta, gap))


N = 80
Q = q_matrix(N)
MUZ, MUX = MU0 * np.eye(N), LAM * Q
EIG = np.linalg.eigh(excited_hamiltonian())


def exact_zz(f, i, w, eig=EIG, omega=OMEGA):
    return vibronic_sum(eig, MUZ, MUZ, f, i, w, omega)


# --- scattering amplitude: molecule plus two quantized modes, diagonalized ---
nv, g = 20, 0.003
h_mol = np.zeros((2 * nv, 2 * nv))
h_mol[:nv, :nv] = np.diag(OMEGA * (np.arange(nv) + 0.5))
h_mol[nv:, nv:] = excited_hamiltonian(n=nv)
lower = np.diag(np.sqrt([1.0, 2.0]), 1)
field, number, one = lower + lower.T, np.diag([0.0, 1.0, 2.0]), np.eye(3)
dipole = MU0 * np.kron(np.array([[0, 1], [1, 0]]), np.eye(nv))
mol_one = np.eye(2 * nv)
h_all = (np.kron(h_mol, np.eye(9))
         + LASER * np.kron(mol_one, np.kron(number, one))
         + (LASER - OMEGA) * np.kron(mol_one, np.kron(one, number))
         - g * np.kron(dipole, np.kron(field, one) + np.kron(one, field)))
e_all, v_all = np.linalg.eigh(h_all)
model_space = [0 * 9 + 1 * 3 + 0, 1 * 9 + 0 * 3 + 1]  # |v=0;1,0>, |v=1;0,1>
pick = np.argsort(np.sum(v_all[model_space] ** 2, axis=0))[-2:]
left, _, right = np.linalg.svd(v_all[np.ix_(model_space, pick)])
rot = left @ right
h_eff = rot @ np.diag(e_all[pick] - e_all[pick].mean()) @ rot.T
amp_formula = -g ** 2 * exact_zz(1, 0, LASER)
assert abs(h_eff[1, 0] / amp_formula - 1) < 2e-3

# --- cross-section: count of box modes, units c = laser frequency = alpha = 1 ---
n_laser, half = 60.0, 3.0
box = 2 * np.pi * n_laser
volume = box ** 3
grid = np.arange(-67, 68, dtype=float)
nx, ny, nz = grid[:, None, None], grid[None, :, None], grid[None, None, :]
n2 = nx ** 2 + ny ** 2 + nz ** 2
n2[67, 67, 67] = 1.0
radius = np.sqrt(n2)
polarization_sum = 1 - nz ** 2 / n2
mode_ratio = []
for ws in ((LASER - OMEGA) / LASER, (LASER + OMEGA) / LASER):
    shell = np.abs(radius - ws * n_laser) < half
    coupling2 = (2 * np.pi / volume) ** 2 * (radius / n_laser) * polarization_sum
    rate = 2 * np.pi * coupling2[shell].sum() / (2 * half * 2 * np.pi / box)
    mode_ratio.append(rate * volume / (8 * np.pi / 3 * ws ** 3))
# finite shell width biases the count by about (half/radius)^2 = 0.3 percent
assert max(abs(r - 1) for r in mode_ratio) < 0.01

# --- reduction: error orders when the nuclear mass is scaled ---
scaling = []
for eta in (1.0, 0.5, 0.25):
    om = eta * OMEGA
    ex = exact_zz(1, 0, LASER, np.linalg.eigh(excited_hamiltonian(eta)), om)
    scaling.append((eta, placzek(1, 0, LASER, eta) / ex - 1,
                    placzek(1, 0, LASER - om / 2, eta) / ex - 1))
for a, b in zip(scaling, scaling[1:]):
    assert 0.45 < b[1] / a[1] < 0.55          # first order in Omega
    assert abs(b[2] / a[2]) < 0.32            # second order in Omega

# --- antisymmetric part, absent from the clamped-nuclei tensor ---
eta = 0.05
eig_small = np.linalg.eigh(excited_hamiltonian(eta))
mux_small, om = np.sqrt(eta) * MUX, eta * OMEGA
anti = 0.5 * (vibronic_sum(eig_small, mux_small, MUZ, 1, 0, LASER, om)
              - vibronic_sum(eig_small, MUZ, mux_small, 1, 0, LASER, om))
anti_formula = (om / 2 * np.sqrt(eta) * LAM * MU0 / np.sqrt(2)
                * (1 / (GAP - LASER) ** 2 - 1 / (GAP + LASER) ** 2))
assert abs(anti / anti_formula - 1) < 0.02
xz = vibronic_sum(EIG, MUX, MUZ, 1, 0, LASER, OMEGA)
zx = vibronic_sum(EIG, MUZ, MUX, 1, 0, LASER, OMEGA)

# --- reciprocity: reversed process, incident and scattered light exchanged ---
reverse = vibronic_sum(EIG, MUZ, MUX, 0, 1, LASER - OMEGA, OMEGA)
assert abs(reverse / xz - 1) < 1e-9

# --- intermediate states within the electronic ground state ---
M0, M1, M2 = 0.5, 0.10, 0.02                  # permanent dipole M0+M1 q+M2 q^2
q20 = q_matrix(20)
perm = M0 * np.eye(20) + M1 * q20 + M2 * q20 @ q20
eig_ground = (OMEGA * (np.arange(20) + 0.5), np.eye(20))


def ground_channel(w):
    return vibronic_sum(eig_ground, perm, perm, 1, 0, w, OMEGA)


w_high = 10 * LASER
ground_formula = -OMEGA / w_high ** 2 * 4 * M1 * M2 / np.sqrt(2)
assert abs(ground_channel(w_high) / ground_formula - 1) < 0.015
assert abs(ground_channel(0.25)) > 50 * abs(ground_channel(LASER))

# --- linear expansion in q ---
step = 1e-4


def slope(w):
    return (clamped_alpha(step, w) - clamped_alpha(-step, w)) / (2 * step)


slope_formula = -MU0 ** 2 * KAPPA * (1 / (GAP - LASER) ** 2
                                     + 1 / (GAP + LASER) ** 2)
assert abs(slope(LASER) / slope_formula - 1) < 1e-6
linear_element = slope_formula / np.sqrt(2)
assert abs(linear_element / placzek(1, 0, LASER) - 1) < 0.05

# --- thermal sums and intensity ratio ---
VMAX = 15
population = np.exp(-OMEGA * np.arange(VMAX + 1) / KT)
population /= population.sum()
n_bose = 1 / np.expm1(OMEGA / KT)
up = sum(population[v] * Q[v + 1, v] ** 2 for v in range(VMAX + 1))
down = sum(population[v] * Q[v - 1, v] ** 2 for v in range(1, VMAX + 1))
assert abs(2 * up - (n_bose + 1)) < 1e-8 and abs(2 * down - n_bose) < 1e-8


def thermal_squares(stokes_element, anti_element):
    s = sum(population[v] * stokes_element(v) ** 2 for v in range(VMAX + 1))
    a = sum(population[v] * anti_element(v) ** 2 for v in range(1, VMAX + 1))
    return s, a


power_factor = ((LASER - OMEGA) / (LASER + OMEGA)) ** 4
count_factor = ((LASER - OMEGA) / (LASER + OMEGA)) ** 3
boltzmann = np.exp(OMEGA / KT)
ratio_formula = power_factor * boltzmann

s_ex, a_ex = thermal_squares(lambda v: exact_zz(v + 1, v, LASER),
                             lambda v: exact_zz(v - 1, v, LASER))
s_pl, a_pl = thermal_squares(lambda v: placzek(v + 1, v, LASER),
                             lambda v: placzek(v - 1, v, LASER))
s_mean, a_mean = thermal_squares(
    lambda v: placzek(v + 1, v, LASER - OMEGA / 2),
    lambda v: placzek(v - 1, v, LASER + OMEGA / 2))
ratio_exact = power_factor * s_ex / a_ex
ratio_mean = power_factor * s_mean / a_mean
assert abs(power_factor * s_pl / a_pl / ratio_formula - 1) < 1e-6
assert abs(ratio_mean / ratio_exact - 1) < 3e-3
dispersion = (slope(LASER - OMEGA / 2) / slope(LASER + OMEGA / 2)) ** 2
assert abs(ratio_formula * dispersion / ratio_exact - 1) < 0.02
log_slope = np.log(slope(LASER + 0.01) / slope(LASER - 0.01)) / 0.02

eig_far = np.linalg.eigh(excited_hamiltonian(gap=10 * GAP))
s_far, a_far = thermal_squares(
    lambda v: exact_zz(v + 1, v, LASER, eig_far),
    lambda v: exact_zz(v - 1, v, LASER, eig_far))
ratio_far = power_factor * s_far / a_far
assert abs(ratio_far / ratio_formula - 1) < 2e-3

kt_inferred = OMEGA / np.log(ratio_exact / power_factor)
sigma_s = ((LASER - OMEGA) / HBARC) ** 4 * s_ex * COULOMB ** 2
sigma_a = ((LASER + OMEGA) / HBARC) ** 4 * a_ex * COULOMB ** 2

# --- sweep of the laser towards resonance ---
sweep = []
for w in (1.5, 2.5, 3.5, 4.5):
    ex = exact_zz(1, 0, w)
    sweep.append((w, ex * COULOMB, placzek(1, 0, w) * COULOMB,
                  placzek(1, 0, w) / ex - 1,
                  placzek(1, 0, w - OMEGA / 2) / ex - 1))
for a, b in zip(sweep, sweep[1:]):
    assert abs(b[3]) > abs(a[3])
assert all(abs(r[4]) < 0.25 * abs(r[3]) for r in sweep)

print(f"Omega, gap, kappa, gamma = {OMEGA}, {GAP}, {KAPPA}, {GAMMA} eV")
print(f"mu_z = {MU0} e*A; mu_x = {LAM} q e*A")
print(f"laser = {LASER} eV; kT = {KT} eV (T = {KT / KB:.1f} K)")
print(f"e^2/(4 pi eps0) = {COULOMB:.4f} eV A; hbar c = {HBARC:.2f} eV A")
print(f"lowest excited vibronic level = {EIG[0][0] - OMEGA / 2:.4f} eV above v=0")
print(f"two-mode amplitude, diagonalized = {h_eff[1, 0]:.5e} eV")
print(f"two-mode amplitude, formula      = {amp_formula:.5e} eV")
print(f"mode count / formula: Stokes {mode_ratio[0]:.4f}, "
      f"anti-Stokes {mode_ratio[1]:.4f}")
print(f"alpha_zz at q=0 = {clamped_alpha(0.0, LASER) * COULOMB:.4f} A^3")
print(f"d alpha_zz/dq at q=0 = {slope_formula * COULOMB:.5f} A^3")
print(f"0->1 element, linear in q = {linear_element * COULOMB:.5f} A^3")
print("0->1 element: laser eV | full sum A^3 | Placzek A^3 | error % | "
      "error % at mean frequency")
for w, ex, pl, e1, e2 in sweep:
    print(f"  {w:.1f} | {ex:.5f} | {pl:.5f} | {100 * e1:.3f} | {100 * e2:.4f}")
print("mass scaling: Omega eV | error % | error % at mean frequency")
for eta, e1, e2 in scaling:
    print(f"  {eta * OMEGA:.3f} | {100 * e1:.3f} | {100 * e2:.4f}")
print(f"full sum alpha_xz, alpha_zx (0->1) = {xz * COULOMB:.5f}, "
      f"{zx * COULOMB:.5f} A^3")
print(f"antisymmetric part / formula at Omega = {0.05 * OMEGA:.3f} eV: "
      f"{anti / anti_formula:.4f}")
print(f"permanent dipole = {M0} + {M1} q + {M2} q^2 e*A")
print(f"ground-state channel at {LASER} eV = "
      f"{ground_channel(LASER) * COULOMB:.3e} A^3")
print(f"ground-state channel at 0.25 eV = "
      f"{ground_channel(0.25) * COULOMB:.3e} A^3")
print(f"Bose occupation n = {n_bose:.5f}")
print(f"Stokes, anti-Stokes photon energy = {LASER - OMEGA:.2f}, "
      f"{LASER + OMEGA:.2f} eV")
print(f"frequency factor, power (4th) = {power_factor:.5f}")
print(f"frequency factor, photon counts (3rd) = {count_factor:.5f}")
print(f"Boltzmann factor = {boltzmann:.5f}")
print(f"power ratio, Placzek formula = {ratio_formula:.4f}")
print(f"count ratio, Placzek formula = {count_factor * boltzmann:.4f}")
print(f"power ratio, full vibronic sum = {ratio_exact:.4f}")
print(f"power ratio, Placzek at mean frequencies = {ratio_mean:.4f}")
print(f"dispersion factor from slopes = {dispersion:.5f}")
print(f"d ln|alpha'|/d omega = {log_slope:.4f} per eV")
print(f"full/formula power ratio with gap {10 * GAP:.0f} eV = "
      f"{ratio_far / ratio_formula:.5f}")
print(f"kT inferred without dispersion = {kt_inferred:.5f} eV "
      f"({kt_inferred / KB:.1f} K)")
print(f"thermal power cross-section, Stokes = {sigma_s:.4e} A^2/sr")
print(f"thermal power cross-section, anti-Stokes = {sigma_a:.4e} A^2/sr")
print("OK")
```

It prints:

```
Omega, gap, kappa, gamma = 0.1, 6.0, 0.3, -0.03 eV
mu_z = 1.0 e*A; mu_x = 0.1 q e*A
laser = 2.5 eV; kT = 0.05 eV (T = 580.2 K)
e^2/(4 pi eps0) = 14.3996 eV A; hbar c = 1973.27 eV A
lowest excited vibronic level = 5.3490 eV above v=0
two-mode amplitude, diagonalized = 1.82029e-07 eV
two-mode amplitude, formula      = 1.82030e-07 eV
mode count / formula: Stokes 1.0002, anti-Stokes 1.0057
alpha_zz at q=0 = 5.8083 A^3
d alpha_zz/dq at q=0 = -0.41244 A^3
0->1 element, linear in q = -0.29164 A^3
0->1 element: laser eV | full sum A^3 | Placzek A^3 | error % | error % at mean frequency
  1.5 | -0.20550 | -0.20819 | 1.308 | 0.0179
  2.5 | -0.29124 | -0.29813 | 2.365 | 0.0408
  3.5 | -0.52278 | -0.54348 | 3.960 | 0.1228
  4.5 | -1.41703 | -1.53063 | 8.016 | 0.6916
mass scaling: Omega eV | error % | error % at mean frequency
  0.100 | 2.365 | 0.0408
  0.050 | 1.159 | 0.0101
  0.025 | 0.574 | 0.0025
full sum alpha_xz, alpha_zx (0->1) = 0.41623, 0.40945 A^3
antisymmetric part / formula at Omega = 0.005 eV: 0.9990
permanent dipole = 0.5 + 0.1 q + 0.02 q^2 e*A
ground-state channel at 2.5 eV = -1.361e-03 A^3
ground-state channel at 0.25 eV = -4.034e-01 A^3
Bose occupation n = 0.15652
Stokes, anti-Stokes photon energy = 2.40, 2.60 eV
frequency factor, power (4th) = 0.72602
frequency factor, photon counts (3rd) = 0.78653
Boltzmann factor = 7.38906
power ratio, Placzek formula = 5.3646
count ratio, Placzek formula = 5.8117
power ratio, full vibronic sum = 4.8850
power ratio, Placzek at mean frequencies = 4.8845
dispersion factor from slopes = 0.91311
d ln|alpha'|/d omega = 0.4545 per eV
full/formula power ratio with gap 60 eV = 0.99917
kT inferred without dispersion = 0.05246 eV (608.7 K)
thermal power cross-section, Stokes = 2.1771e-13 A^2/sr
thermal power cross-section, anti-Stokes = 4.4567e-14 A^2/sr
OK
```
